# Smallest half-width of a straight blister in a compressed thin film: verification in Python

```python
"""Smallest half-width of a straight buckled blister in a compressed film.

Result under test: b_min = pi*h*sqrt(E/(12*(1-nu^2)*sigma)).
h: thickness; E: Young modulus; nu: Poisson ratio; sigma: compression across
the debonded strip; b: half-width; r: axial compression divided by sigma.
The strip edges are clamped and the substrate is rigid.
Scaled coordinates are s = y/b and x/b; K = (axial wave number)*b.
Scaled thresholds are sigma*h*b^2/D, with D the plate bending stiffness.
"""
import numpy as np
import sympy as sp
from numpy.polynomial import Polynomial, Legendre
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize, minimize_scalar

h, E, nu, sigma = 100e-9, 100e9, 0.25, 1e9
Ebar = E / (1 - nu**2)
D = Ebar * h**3 / 12
b_min = np.pi * h * np.sqrt(E / (12 * (1 - nu**2) * sigma))

# Polynomial functions that obey the clamped edge conditions
nodes, weights = np.polynomial.legendre.leggauss(48)
bubble = Polynomial([1, 0, -1])


def legendre_poly(n):
    return Legendre.basis(n).convert(kind=Polynomial)


deflection_basis = [bubble**2 * legendre_poly(n) for n in range(10)]
F0 = np.array([f(nodes) for f in deflection_basis])
F1 = np.array([f.deriv(1)(nodes) for f in deflection_basis])
F2 = np.array([f.deriv(2)(nodes) for f in deflection_basis])


def ritz_threshold(K, r):
    """Lowest scaled threshold for deflection f(s)*cos(K*x/b)."""
    curvature = F2 - K**2 * F0
    bending = (curvature * weights) @ curvature.T
    load = (F1 * weights) @ F1.T + r * K**2 * (F0 * weights) @ F0.T
    return eigh(bending, load, eigvals_only=True)[0]


# Straight mode: numerical eigenvalue against the closed formula
straight = ritz_threshold(0.0, 0.0)
b_numeric = np.sqrt(straight * D / (sigma * h))
assert abs(b_numeric / b_min - 1) < 1e-7

# Full nonlinear energy, with in-plane displacement left free
inplane_basis = [bubble * legendre_poly(n) for n in range(16)]
U1 = np.array([g.deriv(1)(nodes) for g in inplane_basis])
n_w = len(deflection_basis)


def energy_and_gradient(c, load):
    slope, curvature = c[:n_w] @ F1, c[:n_w] @ F2
    strain = c[n_w:] @ U1 + slope**2 / 2
    energy = weights @ (-load * strain + strain**2 / 2 + curvature**2 / 24)
    force = weights * (strain - load)
    grad_w = F1 @ (force * slope) + F2 @ (weights * curvature) / 12
    return energy, np.concatenate([grad_w, U1 @ force])


def relaxed_height(b):
    """Peak height divided by h, found from a strongly buckled start."""
    load = sigma * b**2 / (Ebar * h**2)
    start = np.zeros(n_w + len(inplane_basis))
    start[0], start[1] = 1.0, 0.05
    answer = minimize(energy_and_gradient, start, args=(load,), jac=True,
                      method="BFGS", options={"gtol": 1e-9, "maxiter": 3000})
    profile = answer.x[:n_w] @ F0
    centre = sum(a * f(0.0) for a, f in zip(answer.x[:n_w], deflection_basis))
    return max(np.max(np.abs(profile)), abs(centre))


def critical_stress(b):
    return np.pi**2 / 12 * Ebar * (h / b)**2


b_narrow, b_wide = 900e-9, 1200e-9
height_narrow = relaxed_height(b_narrow)
height_wide = relaxed_height(b_wide)
height_formula = np.sqrt(4 / 3 * (sigma / critical_stress(b_wide) - 1))
assert height_narrow < 1e-4
assert abs(height_wide - height_formula) < 1e-4

# Axial modulation: safe range of r and small-wave-number behaviour
for r in (0.0, 0.25, 0.5):
    for K in np.linspace(0.1, 8, 50):
        assert ritz_threshold(K, r) > np.pi**2
K_small = 0.05
for r in (0.25, 0.6, 0.7, 1.0):
    slope = (ritz_threshold(K_small, r) - straight) / K_small**2
    assert abs(slope - (2 - 3 * r)) < 0.01  # next term is of order K_small^2


# Equal biaxial stress without the substrate constraint: lower bound
def transcendental_threshold(K):
    def condition(p):
        return p * np.sin(p) + K * np.tanh(K) * np.cos(p)
    p = brentq(condition, np.pi / 2, np.pi, xtol=1e-13)
    return p**2 + K**2


for K in (0.4, 1.2, 2.5):
    assert abs(ritz_threshold(K, 1.0) / transcendental_threshold(K) - 1) < 1e-7
free = minimize_scalar(transcendental_threshold, bounds=(0.1, 3),
                       method="bounded", options={"xatol": 1e-8})
scan = min(ritz_threshold(K, 1.0) for K in np.linspace(0.05, 8, 160))
assert abs(scan / free.fun - 1) < 1e-3  # finite spacing of the scan
lower_ratio = free.fun / np.pi**2

# Equal biaxial stress with a non-negative trial shape: upper bound
s, x, k = sp.symbols("s x k", positive=True)
shape = (1 + sp.cos(sp.pi * s)) * (1 + sp.cos(k * x))
laplacian = sp.lambdify((s, x, k), sp.diff(shape, s, 2) + sp.diff(shape, x, 2))
gradient2 = sp.lambdify((s, x, k), sp.diff(shape, s)**2 + sp.diff(shape, x)**2)
shape_value = sp.lambdify((s, x, k), shape)
s_grid = np.linspace(-1, 1, 32, endpoint=False)[:, None]
phase = np.linspace(0, 2 * np.pi, 32, endpoint=False)[None, :]


def trial_ratio(K):
    x_grid = phase / K
    bending = np.mean(laplacian(s_grid, x_grid, K)**2)
    return bending / np.mean(gradient2(s_grid, x_grid, K)) / np.pi**2


for K in (0.5, 1.5, 3.0):
    q = (K / np.pi)**2
    assert abs(trial_ratio(K) - (3 + 2*q + 3*q**2) / (3 + 3*q)) < 1e-12
trial = minimize_scalar(trial_ratio, bounds=(0.1, 3), method="bounded",
                        options={"xatol": 1e-8})
upper_ratio = 4 / np.sqrt(3) - 4 / 3
q_best = 2 / np.sqrt(3) - 1
assert abs(trial.fun - upper_ratio) < 1e-10
assert abs((trial.x / np.pi)**2 - q_best) < 1e-5
assert np.min(shape_value(s_grid, phase / trial.x, trial.x)) > -1e-12
assert lower_ratio < upper_ratio < 1
b_lower, b_upper = b_min * np.sqrt(lower_ratio), b_min * np.sqrt(upper_ratio)

print(f"film thickness h = {h*1e9:.0f} nm")
print(f"Young modulus E = {E/1e9:.0f} GPa")
print(f"Poisson ratio nu = {nu:.2f} (no unit)")
print(f"compressive stress sigma = {sigma/1e9:.1f} GPa")
print(f"plane-strain modulus Ebar = {Ebar/1e9:.3f} GPa")
print(f"bending stiffness D = {D:.4e} N m")
print(f"Ebar/(12 sigma) = {Ebar/(12*sigma):.4f} (no unit)")
print(f"square root of that ratio = {np.sqrt(Ebar/(12*sigma)):.4f} (no unit)")
print(f"minimum half-width, formula = {b_min*1e9:.2f} nm")
print(f"minimum half-width, Ritz = {b_numeric*1e9:.2f} nm")
print(f"minimum half-width = {b_min*1e6:.2f} micrometre")
print(f"minimum full width = {2*b_min*1e6:.2f} micrometre")
b_wrong = b_min * np.sqrt(1 - nu**2)
print(f"half-width if E wrongly replaces Ebar = {b_wrong*1e9:.1f} nm")
print(f"(h/b_min)^2 = {(h/b_min)**2:.4f} (no unit)")
print(f"narrow test half-width = {b_narrow*1e9:.0f} nm")
print(f"its critical stress = {critical_stress(b_narrow)/1e9:.4f} GPa")
print(f"its relaxed height/h = {height_narrow:.4f} (no unit)")
print(f"wide test half-width = {b_wide*1e9:.0f} nm")
print(f"its critical stress = {critical_stress(b_wide)/1e9:.4f} GPa")
print(f"its height/h, energy minimum = {height_wide:.4f} (no unit)")
print(f"its height/h, formula = {height_formula:.4f} (no unit)")
print(f"its peak height = {height_formula*h*1e9:.1f} nm")
print("equal biaxial stress, thresholds relative to straight mode:")
print(f"lower bound on stress ratio = {lower_ratio:.4f} (no unit)")
print(f"K at lower bound = {free.x:.3f} (no unit)")
print(f"upper bound on stress ratio = {upper_ratio:.4f} (no unit)")
print(f"q at upper bound = {q_best:.4f} (no unit)")
print(f"lower bound on buckling half-width = {b_lower*1e9:.1f} nm")
print(f"upper bound on buckling half-width = {b_upper*1e9:.1f} nm")
wavelength = 2 * b_upper / np.sqrt(q_best)
print(f"axial wavelength of trial shape = {wavelength*1e6:.2f} micrometre")
print("tests ok")
```

Running it gives:

```
film thickness h = 100 nm
Young modulus E = 100 GPa
Poisson ratio nu = 0.25 (no unit)
compressive stress sigma = 1.0 GPa
plane-strain modulus Ebar = 106.667 GPa
bending stiffness D = 8.8889e-12 N m
Ebar/(12 sigma) = 8.8889 (no unit)
square root of that ratio = 2.9814 (no unit)
minimum half-width, formula = 936.64 nm
minimum half-width, Ritz = 936.64 nm
minimum half-width = 0.94 micrometre
minimum full width = 1.87 micrometre
half-width if E wrongly replaces Ebar = 906.9 nm
(h/b_min)^2 = 0.0114 (no unit)
narrow test half-width = 900 nm
its critical stress = 1.0831 GPa
its relaxed height/h = 0.0000 (no unit)
wide test half-width = 1200 nm
its critical stress = 0.6092 GPa
its height/h, energy minimum = 0.9248 (no unit)
its height/h, formula = 0.9248 (no unit)
its peak height = 92.5 nm
equal biaxial stress, thresholds relative to straight mode:
lower bound on stress ratio = 0.9393 (no unit)
K at lower bound = 1.200 (no unit)
upper bound on stress ratio = 0.9761 (no unit)
q at upper bound = 0.1547 (no unit)
lower bound on buckling half-width = 907.8 nm
upper bound on buckling half-width = 925.4 nm
axial wavelength of trial shape = 4.71 micrometre
tests ok
```
